# Minimum oxygen pulse that permanently poisons a metallic sputtering target

## Problem

An aluminium target of area $A_t$ is sputtered at constant discharge current in argon, to which oxygen is fed at a flow $Q$ (molecules per second). A fraction $\theta$ of the target is oxidised. The sputtered material lands on a collector (substrate and walls) of area $A_c$, oxidised to a fraction $\theta_c$. The target is uniform, and it has settled in its metallic state at a base flow $Q_0$ for which a poisoned state also exists. At $t=0$ the flow is raised to $Q_p$; at $t=\tau$ it is returned to $Q_0$ and kept there.

Let $p$ be the oxygen pressure, $F=\Phi p$ the impingement flux with $\Phi=(2\pi MkT)^{-1/2}$, $M$ the mass of O$_2$, and $n=1/kT$ the gas density per unit pressure. The ion flux is $j$. The yields $\gamma_m$ and $\gamma_c$ count aluminium atoms removed per ion from metal and from oxide, and $\alpha_t,\alpha_c$ are the sticking probabilities on bare metal. One O$_2$ molecule completes $b=4/3$ units AlO$_{1.5}$. The areal storages are $N_t$ and $N_c$ (metal sites per area), the pumping speed is $S$ and the volume $V$. With $a=A_t/A_c$ the balances are

$$N_t\dot\theta=b\alpha_tF(1-\theta)-j\gamma_c\theta, \tag{1}$$

$$N_c\dot\theta_c=(b\alpha_cF+aj\gamma_c\theta)(1-\theta_c)-aj\gamma_m(1-\theta)\theta_c, \tag{2}$$

$$Vn\dot p=Q-Snp-\alpha_tF(1-\theta)A_t-\alpha_cF(1-\theta_c)A_c. \tag{3}$$

In (2) bare collector is covered by gas uptake and by arriving oxide, and oxidised collector is buried by arriving metal.

1. Let pressure and collector coverage relax instantly. Reduce the model to one equation for $\theta$ and find its steady states.
2. Find the shortest pulse that switches the target permanently, and the conditions under which one exists.
3. Find its form for $Q_p$ just above the fold, and for very large $Q_p$.
4. Find how finite storage in the gas and collector changes the result near the fold.
5. Evaluate for $T=300$ K, $A_t=200$ cm², $A_c=3000$ cm², 10 mA/cm², $\gamma_m=0.5$, $\gamma_c=0.04$, $\alpha_t=\alpha_c=0.5$, $S=100$ L/s, $V=50$ L, $N_t=1.5\times10^{16}$ cm⁻², $N_c=10^{15}$ cm⁻², $Q_0=3.5$ sccm and $Q_p=4.5$ sccm.

## Solution

### 1. One equation for the target

Write $c=aj\gamma_c\theta$ and $m=aj\gamma_m(1-\theta)$ for the oxide and metal arriving per collector area, $h=c+m$, and $D=b\alpha_cF+h$. Setting (2) to zero gives $(b\alpha_cF+c)(1-\theta_c)=m\theta_c$, hence

$$\theta_c=\frac{b\alpha_cF+c}{D},\qquad 1-\theta_c=\frac mD. \tag{4}$$

Put this into (3) with $\dot p=0$. With $K=Sn/\Phi$, the pump expressed as an absorbing area, and $L=K+\alpha_tA_t(1-\theta)$,

$$Q=LF+\frac{\alpha_cA_c\,mF}{b\alpha_cF+h}. \tag{5}$$

The derivative of $F/(b\alpha_cF+h)$ is $h/D^2$, so at fixed $\theta$

$$Q_F\equiv\frac{\partial Q}{\partial F}=L+\frac{\alpha_cA_c\,mh}{D^2}>0. \tag{6}$$

The right side of (5) rises from zero without bound, so each $Q$ fixes one flux. Multiplying (5) by $b\alpha_cF+h$ and collecting powers gives

$$b\alpha_cL\,F^2+(Lh+\alpha_cA_cm-b\alpha_cQ)F-Qh=0.$$

The product of its roots is negative, so exactly one is positive; call it $F(\theta,Q)$. The reduced equation is

$$\dot\theta=R(\theta,Q)=\frac{b\alpha_tF(\theta,Q)(1-\theta)-j\gamma_c\theta}{N_t},\qquad R_Q\equiv\frac{\partial R}{\partial Q}=\frac{b\alpha_t(1-\theta)}{N_tQ_F}>0. \tag{7}$$

The reduction conserves oxygen in a steady state. Equation (2) then reads $b\alpha_cF(1-\theta_c)+c=\theta_ch$, and (1) gives $\alpha_tF(1-\theta)A_t=j\gamma_c\theta A_t/b=cA_c/b$. The two surface uptakes in (3) therefore add up to $A_c\theta_ch/b$, which is the oxygen carried away in the growing film.

**Steady states.** Setting $R=0$ gives

$$F_{ss}(\theta)=\frac{j\gamma_c\theta}{b\alpha_t(1-\theta)}. \tag{8}$$

Inserted in (5), this gives the flow that holds the coverage at $\theta$:

$$Q_{ss}(\theta)=KF_{ss}+\frac{A_tj\gamma_c\theta}{b}+\frac{\alpha_cA_tj^2\gamma_c\gamma_m}{b\alpha_t}\,\frac{\theta(1-\theta)}{(\alpha_c/\alpha_t)j\gamma_c\theta+h(1-\theta)}. \tag{9}$$

For the last term, $F_{ss}m=aj^2\gamma_c\gamma_m\theta/(b\alpha_t)$, $aA_c=A_t$, and $D$ is the last denominator divided by $1-\theta$. The first two terms, pump and target, rise with $\theta$. The third, gettering by the collector, vanishes at both ends: at $\theta=0$ the steady oxygen flux is zero, and at $\theta=1$ the fully oxidised target supplies no fresh metal. Its fall can outweigh the rise of the others.

Multiplying $Q=Q_{ss}(\theta)$ by $1-\theta$ and by the last denominator, which is quadratic in $\theta$, leaves a polynomial of degree four. Since $Q_{ss}$ runs from 0 to $\infty$ on $0<\theta<1$, the number of roots there, counted with multiplicity, is odd: one or three. For the data given, $Q_{ss}$ rises to a maximum $Q_{up}$ at $\theta_f$ (the fold), falls to a minimum $Q_{low}$, and rises again. Between these flows there are three states $\theta_m<\theta_u<\theta_p$.

Because $R$ increases with $Q$ and vanishes on the curve, $R$ has the sign of $Q-Q_{ss}(\theta)$. Differentiating $R(\theta,Q_{ss}(\theta))=0$ gives

$$R_\theta=-R_Q\,Q_{ss}'(\theta). \tag{10}$$

The rising branches, which contain $\theta_m$ and $\theta_p$, are stable, and the falling branch with $\theta_u$ is unstable.

### 2. The shortest switching pulse

After the pulse, $\theta$ obeys a first-order equation at fixed flow $Q_0$, and its value at $t=\tau$ decides the outcome. If $\theta(\tau)<\theta_u(Q_0)$ it returns to $\theta_m$; if $\theta(\tau)>\theta_u(Q_0)$ it goes to $\theta_p$ and stays there. During the pulse, $Q_p>Q_{up}\ge Q_{ss}(\theta)$ everywhere between $\theta_m$ and $\theta_u$, so $R>0$ on the whole path and the variables can be separated:

$$\boxed{\;\tau_{min}=\int_{\theta_m(Q_0)}^{\theta_u(Q_0)}\frac{d\theta}{R(\theta,Q_p)}\;} \tag{11}$$

The target switches if and only if $\tau>\tau_{min}$. At equality it is left on the unstable state, so (11) is an infimum. Slightly above it, the distance from $\theta_u$ grows as $e^{\sigma t}$ with $\sigma=-R_QQ_{ss}'(\theta_u)$, and the target lingers for a time that grows logarithmically as the excess duration shrinks.

Both limits belong to the base flow, and only the integrand belongs to the pulse. Three conditions follow.

- Passing the fold coverage $\theta_f$ is not sufficient. Since $\theta_f<\theta_u(Q_0)$, a pulse that ends between them is undone in the reduced equation. Finite storage shifts this threshold slightly: for the data below, the shortest pulse in the complete equations ends at $\theta=0.694$, where $\theta_u=0.708$.
- If $Q_p<Q_{up}$, the coverage stops at the metallic state of the pulse flow, below $\theta_f$, and no duration suffices.
- If $Q_0<Q_{low}$, there is no poisoned state to stay in, and the target recovers after any pulse.

**Scaling.** $R$ is proportional to $1/N_t$, so $\tau_{min}$ is proportional to $N_t$. If $j$, $Q_0$ and $Q_p$ are all multiplied by $\lambda$, equation (5) is satisfied by $\lambda F$. Then $R$ is multiplied by $\lambda$, the limits stay fixed, and $\tau_{min}$ is divided by $\lambda$.

### 3. Two limits

**Just above the fold.** Let $\delta=Q_p-Q_{up}$, $x=\theta-\theta_f$ and $C=|Q_{ss}''(\theta_f)|$. To first order in the distance from the steady curve, $R\approx R_Q[Q_p-Q_{ss}(\theta)]$. With $Q_{ss}\approx Q_{up}-Cx^2/2$ and $R_Q$ taken at the fold,

$$R\approx R_Q\left(\delta+\tfrac12Cx^2\right).$$

With $s=\sqrt{C/2\delta}$ the bracket is $\delta(1+s^2x^2)$, whose reciprocal integrates to $\arctan(sx)/(\delta s)$, and $1/(\delta s)=\sqrt{2/(C\delta)}$. Therefore

$$\tau_{min}\approx\frac1{R_Q}\sqrt{\frac{2}{C\delta}}\,\Big[\arctan s(\theta_u-\theta_f)+\arctan s(\theta_f-\theta_m)\Big]\;\xrightarrow{\ \delta\to0\ }\;\frac{\pi}{R_Q}\sqrt{\frac{2}{C\delta}}. \tag{12}$$

The limit requires both end points to lie many widths $1/s$ from the fold.

**Very large flow.** The collector then saturates: for $b\alpha_cF\gg h$ the last term of (5) tends to $A_cm/b=A_tj\gamma_m(1-\theta)/b$. When $Q_p$ greatly exceeds this, $F\approx Q_p/L$, and the loss term in (1) is negligible. Equation (11) becomes

$$\tau_{min}\approx\frac{N_t}{b\alpha_tQ_p}\int_{\theta_m}^{\theta_u}\frac{K+\alpha_tA_t(1-\theta)}{1-\theta}\,d\theta=\frac1{Q_p}\left[\frac{N_tA_t(\theta_u-\theta_m)}b+\frac{N_tK}{b\alpha_t}\ln\frac{1-\theta_m}{1-\theta_u}\right]. \tag{13}$$

The bracket is a dose: the oxygen that oxidises the target from $\theta_m$ to $\theta_u$, plus what the pump removes meanwhile. This is a limit of the reduced equation. It leaves out two storages. The collector takes up to $N_cA_c(1-\theta_c)/b$ more oxygen, with $\theta_c$ its coverage before the pulse; for the data below this is comparable with the bracket. The gas fills in a time of about $Vn/(\Phi L)$, which does not shrink as $Q_p$ grows; a pulse shorter than this leaves much of its oxygen in the gas, to be taken up or pumped away after the flow is returned.

### 4. Finite storage in gas and collector

Take $y=(\theta_c,F)$ as fast variables with storages $N_c$ and $Vn/\Phi$, and let $y^*(\theta)$ be their slaved values at fixed $Q$. When $\theta$ moves slowly, $y=y^*+\eta$ with small $\eta=(\eta_c,\eta_F)$. To first order the fast variables move at the rate $y^{*\prime}\dot\theta$, and linearising (2) and (3) about $y^*$ gives

$$N_c\theta_c^{*\prime}\dot\theta=-D\eta_c+b\alpha_c(1-\theta_c)\eta_F,$$

$$\frac{Vn}\Phi F^{*\prime}\dot\theta=\alpha_cA_cF\,\eta_c-\left[L+\alpha_cA_c(1-\theta_c)\right]\eta_F.$$

Solve the first for $\eta_c$ and insert it in the second. The coefficient of $-\eta_F$ becomes

$$L+\alpha_cA_c\frac mD\left(1-\frac{b\alpha_cF}D\right)=L+\frac{\alpha_cA_cmh}{D^2}=Q_F,$$

so that

$$\eta_F=-\frac{\dot\theta}{Q_F}\left[\frac{\alpha_cA_cF}DN_c\theta_c^{*\prime}+\frac{Vn}\Phi F^{*\prime}\right].$$

Equation (1) now reads $\dot\theta=R+b\alpha_t(1-\theta)\eta_F/N_t$. The prefactor divided by $Q_F$ is $R_Q$, so $\kappa\dot\theta=R$ with

$$\kappa=1+R_Q\left[\frac{\alpha_cA_cF}DN_c\theta_c^{*\prime}+\frac{Vn}\Phi F^{*\prime}\right]. \tag{14}$$

The bracket acts as a flow withheld from the target, per unit rate of change of $\theta$, while the chamber and the collector fill. Near the fold $\dot\theta$ is of order $\delta$ and $x$ of order $\sqrt\delta$, so the dropped terms are smaller than $R$ by a factor of order $\sqrt\delta$. The leading time in (12) is then multiplied by $\kappa(\theta_f)$. Farther from the fold $\kappa(\theta_f)\tau_{min}$ is only an estimate, because $\kappa$ varies along the path and the transients when the flow is switched are not included.

### 5. Numbers

The ion flux is $j=6.24\times10^{16}$ cm⁻² s⁻¹, $\Phi=3.585\times10^{20}$ cm⁻² s⁻¹ Torr⁻¹, and 1 sccm is $4.478\times10^{17}$ molecules/s. The folds lie at $Q_{up}=4.099$ sccm ($\theta_f=0.509$) and $Q_{low}=2.449$ sccm ($\theta=0.910$), so 3.5 sccm is inside the bistable window. The states there are:

| state | $\theta$ | $\theta_c$ | $p$ (Torr) |
|---|---|---|---|
| metallic | 0.326 | 0.473 | $5.0\times10^{-6}$ |
| unstable | 0.708 | 0.910 | $2.5\times10^{-5}$ |
| poisoned | 0.969 | 0.999 | $3.3\times10^{-4}$ |

At the start of the pulse the slaved pressure is $8.035\times10^{-6}$ Torr, so $F=2.881\times10^{15}$ cm⁻² s⁻¹ and

$$R=\frac{0.6667(2.881\times10^{15})(0.6744)-(2.497\times10^{15})(0.3256)}{1.5\times10^{16}}=0.0322\ \text{s}^{-1}.$$

The rate first falls, to a minimum of 0.0219 s⁻¹ at $\theta=0.46$, and then rises to 0.0242 s⁻¹ at $\theta_f$ and 0.128 s⁻¹ at $\theta_u$. The minimum lies before the fold coverage because the response to excess flow grows with $\theta$. The integral (11) gives

$$\tau_{min}=11.7\ \text{s}\quad(0.195\ \text{min}).$$

The fold coverage is reached after 7.5 s, and the remaining 4.2 s are needed to pass $\theta_u$.

Equations (1)–(3), integrated through pulse and recovery with $N_c$ and $V$ divided by 1000, test this result. Bisection on the final state gives 11.678 s, against 11.675 s from (11). In the same system a pulse ended at $\theta_f$ is followed by a return to $\theta=0.326$. With the full storages and a base flow of $0.95\,Q_{low}$, the target recovers to $\theta=0.19$ even after a 300 s pulse.

**Local law.** Here $R_Q=0.0536$ s⁻¹ sccm⁻¹, $C=34.5$ sccm and $\delta=0.401$ sccm. The prefactor in (12) is $\sqrt{2/(34.5\times0.401)}/0.0536=7.10$ s and $s=6.56$. The arctangents are 0.918 and 0.877, which gives 12.7 s, 9 % above the integral. The form with $\pi$ gives 22.3 s, because the end points are only about 1.3 and 1.2 widths from the fold. Closer to it the law holds: between flows 0.01 % and 0.001 % above $Q_{up}$, the growth of the integral is 1.00006 times that of the $\pi$ form.

**Pulse flow.** With $Q_0$ fixed, $\tau_{min}$ from (11) is 33.3, 11.7, 5.4, 2.2 and 0.87 s at 4.2, 4.5, 5, 6 and 8 sccm. The dose in (13) is $1.92+0.38=2.30$ sccm s, which would give 0.29 s at 8 sccm. That flow is not yet large: a saturated collector would take $10.5(1-\theta)$ sccm, or 7.0 sccm at $\theta_m$, which is not small beside 8 sccm. The reduced equation underestimates these short pulses: the complete equations give 1.5 s at 8 sccm, and at very large flow their dose is about 5.0 sccm s, the collector storage left out of (13) being 2.65 sccm s.

**Storage.** At a fold $Q_{ss}'=0$, so the slaved derivatives can be taken along (8) and (4). From (8), $p'=p/[\theta(1-\theta)]=1.082\times10^{-5}/0.2499=4.33\times10^{-5}$ Torr. The gas term $Vnp'$ is $7.0\times10^{16}$ molecules, or 0.156 sccm s, and adds $0.0536\times0.156=0.008$ to $\kappa$. For the collector $\alpha_cA_cF/D=1576$ cm² and $\theta_c^{*\prime}=1.195$, which makes 4.21 sccm s and adds 0.225. Thus $\kappa=1.234$. As a test, the growth of the shortest pulse between flows 0.2 % and 0.05 % above the fold was compared in the complete and reduced equations; the ratio is 1.233.

For the example, $\kappa\tau_{min}=14.4$ s and the complete equations give 14.9 s, 28 % above (11). At the pulse flow, $\kappa$ from (14) is 1.10 at $\theta_m$, 1.56 at $\theta=0.65$ and 1.52 at $\theta_u$, so one value cannot describe the whole path exactly. Pressure relaxation is fast enough here; the slaved collector is the weaker assumption. A flow-controller lag of 0.5 s at both edges changes 14.9 s to 15.0 s.

### The model beside a real magnetron

The parameters are round illustrative values, not fitted to a particular magnetron; $N_t$ corresponds to roughly 3 to 4 nm of oxide, depending on its density. Equation (1) lets gas sticking fill this whole depth, whereas chemisorption alone normally fills little more than the surface layer, and deeper oxide needs implanted or knocked-in oxygen. Both $N_t$ and $\alpha_t$ are therefore effective values. With $\alpha_t=\alpha_c=0.1$ the bistable window shrinks to 4.14–4.44 sccm and no longer contains the base flow. With $N_t=1.2\times10^{15}$ cm⁻², about one surface layer, and the other values unchanged, the complete equations give 4.0 s. The storage $N_t$ is poorly known, and $\tau_{min}$ from (11) is proportional to it. With the collector storage held fixed the dependence is somewhat weaker: the complete equations give 9.0 s for half of $N_t$ and 26.6 s for twice $N_t$. Further assumptions fail in practice, and two of them are sized here. First, oxygen is also ionised and implanted. If its share of the ion flux is $p/p_{Ar}$ with 3 mTorr of argon, and it reacts with the metallic fraction, it adds $j/(\Phi p_{Ar})=0.058$ to $\alpha_t$. At unchanged flows this lowers the fold to 3.97 sccm and $\tau_{min}$ to 8.2 s (−30 %). Second, the discharge voltage of aluminium falls as the target oxidises at constant current, and the sputter rate falls with it. An assumed factor $1-0.3(\theta-\theta_m)$ on $j$ lowers the fold to 3.90 sccm and $\tau_{min}$ to 7.8 s (−33 %). Each shift was computed alone from the reduced equation. Both effects together, with $\theta_m$ in the factor kept at 0.326, give 5.2 s there, and 6.9 s in the complete equations; with $\theta_m$ taken from the metallic state that includes implantation they give 5.8 s and 7.6 s. Two other effects are not sized: the ion share of the constant current falls as the oxide emits more secondary electrons, and uneven erosion lets parts of the target poison at different times. With $N_t$ and the other parameters as given, these cases span roughly five to fifteen seconds. Most of the sensitivity arises because the pulse flow lies only 10 % above the fold, so a small shift of $Q_{up}$ is a large relative change of $\delta$. If $Q_p$ were moved with the fold to keep $\delta=0.401$ sccm, the two changes would be −9.5 % and −0.3 %.

The round parameter values matter at least as much. In the reduced equation, lowering or raising $\gamma_m$ by 10 % at unchanged flows gives 5.7 s or 27.7 s. With 10 % more ion flux the fold lies at 4.51 sccm, just above the pulse flow, and no pulse switches the target. The example thus illustrates the mechanism; predicting the switching time of a particular magnetron requires its measured folds and storage, and also how fast its target responds to excess flow. Folds and storage alone do not fix the time: with $\alpha_t=\alpha_c=0.3$, $\gamma_m=0.658$ and $\gamma_c=0.0248$ both fold flows stay within 0.002 sccm of their values (the upper fold coverage moves from 0.51 to 0.59), but (11) gives 15.6 s instead of 11.7 s.

The main values are in the numerical output below.

## Numbers as computed

```
temperature 300 K; O2 flux per Torr 3.5853e+20 /cm2/s
O2 density per Torr 3.2188e+16 /cm3; 1 sccm = 4.4780e+17 /s
ion current density 10.0 mA/cm2; ion flux 6.2415e+16 /cm2/s
yields: metal 0.5, oxide 0.04; sites per O2 b = 1.3333
sticking: target 0.5, collector 0.5
areas: target 200 cm2, collector 3000 cm2
pump 100 L/s; volume 50 L
storage: target 1.50e+16, collector 1.00e+15 sites/cm2
upper fold: flow 4.0993 sccm, coverage 0.5089
lower fold: flow 2.4486 sccm, coverage 0.9100
base flow 3.50 sccm; pulse flow 4.50 sccm
metallic: theta 0.3256, collector 0.4730, p 5.043e-06 Torr
unstable: theta 0.7080, collector 0.9104, p 2.533e-05 Torr
poisoned: theta 0.9693, collector 0.9992, p 3.296e-04 Torr
pressure at upper fold 1.082e-05 Torr
slaved p at theta_m in pulse 8.035e-06 Torr
rate in pulse at theta_m 0.03215 /s
rate in pulse at theta_f 0.02423 /s
rate in pulse at theta_u 0.12776 /s
time to reach fold coverage 7.480 s
theta 200 s after that short pulse 0.3256
MINIMUM PULSE tau_min 11.675 s = 0.1946 min
complete equations, fast storages/1000: 11.678 s
base at 0.95 Q_low after 300 s pulse: theta 0.1896
R_Q at fold 0.05358 /s/sccm; |Q_ss''| 34.529 sccm
flow above fold 0.4007 sccm
local estimate: pi form 22.292 s, arctan form 12.737 s
growth near fold, quadrature/law 1.00006
pulse flow 4.2 sccm: tau_min 33.261 s
pulse flow 4.5 sccm: tau_min 11.675 s
pulse flow 5.0 sccm: tau_min 5.355 s
pulse flow 6.0 sccm: tau_min 2.240 s
pulse flow 8.0 sccm: tau_min 0.865 s
kappa-1: collector 0.2254, gas 0.0083
kappa 1.2337; from complete equations 1.2331
kappa*tau_min 14.404 s
complete equations, real storages: 14.902 s (+27.6 %)
same with flow-controller lag 0.5 s: 14.998 s
argon 3 mTorr: implantation adds 0.0580 to sticking
with implantation: fold 3.9737 sccm, tau_min 8.207 s (-29.7 %)
sputter-rate slope -0.3 per unit coverage:
  fold 3.8965 sccm, tau_min 7.825 s (-33.0 %)
```
